# Polarizable-continuum response kernel: its sign, and equilibrium versus optical permittivity: a numerical check

```python
"""Solvent part of the density-response kernel for a polarizable continuum.

Result under test: R_eps = L_eps^-1 - L_1^-1 (L_eps = -div eps grad / 4 pi)
is negative semidefinite and is the solvent response kernel. A mode with the
fraction p of its vacuum field energy outside the cavity is screened by
h = p (eps-1) / (1 + p (eps-1)). Slow perturbations use the equilibrium
permittivity EPS_STATIC, fast ones the optical permittivity EPS_OPTICAL,
while the reference state always keeps its equilibrium reaction field.
Atomic units are used unless a name or label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, solveh_banded
from scipy.special import lpmv
from pyscf import gto, dft, df, lib
from pyscf.tdscf import rhf as td_rhf

lib.num_threads(1)
BOHR = constants.physical_constants['Bohr radius'][0] * 1e10
HARTREE_EV = constants.physical_constants['Hartree energy in eV'][0]
TIME_AU = constants.physical_constants['atomic unit of time'][0]

EPS_STATIC, EPS_OPTICAL = 80.0, 1.8
TAU_PS = 8.0
RADIUS_ANGSTROM = 3.0
radius = RADIUS_ANGSTROM / BOHR
tau = TAU_PS * 1e-12 / TIME_AU


def screening(p, eps):
    return p * (eps - 1) / (1 + p * (eps - 1))


def outside_fraction(l):
    return (l + 1) / (2 * l + 1)


def debye(omega_tau):
    return EPS_OPTICAL + (EPS_STATIC - EPS_OPTICAL) / (1 - 1j * omega_tau)


# ---- Poisson problem on a 3D grid, L-shaped cavity, grounded walls ----
n = 10
step = np.eye(n + 1, n) - np.eye(n + 1, n, k=-1)
one = np.eye(n)
gradient = np.vstack([np.kron(np.kron(step, one), one),
                      np.kron(np.kron(one, step), one),
                      np.kron(np.kron(one, one), step)])
ix, iy, iz = np.indices((n, n, n))
cavity = ((ix >= 2) & (ix <= 7) & (iy >= 2) & (iy <= 7)
          & (iz >= 2) & (iz <= 7) & ~((ix >= 6) & (iy >= 6)))
touch = np.abs(gradient)
face_inside = np.isclose(touch @ cavity.ravel().astype(float), 2)
outside = (~face_inside).astype(float)
lap_vacuum = gradient.T @ gradient
lap_outside = gradient.T @ (outside[:, None] * gradient)
inverse_vacuum = np.linalg.inv(lap_vacuum)


def grid_kernel(eps):
    return np.linalg.inv(lap_vacuum + (eps - 1) * lap_outside) - inverse_vacuum


kernel_static = grid_kernel(EPS_STATIC)
kernel_optical = grid_kernel(EPS_OPTICAL)
grid_eigs = np.linalg.eigvalsh((kernel_static + kernel_static.T) / 2)
difference = kernel_static - kernel_optical
difference_eigs = np.linalg.eigvalsh((difference + difference.T) / 2)
assert grid_eigs.max() < 1e-10
assert np.linalg.eigvalsh((kernel_optical + kernel_optical.T) / 2).max() < 1e-10
assert difference_eigs.max() < 1e-10
# a null density has a potential confined to nodes with no outside face
null_expected = int(np.sum(np.isclose(touch.T @ face_inside.astype(float), 6)))
null_found = int(np.sum(grid_eigs > -1e-9))
assert null_found == null_expected > 0
fractions, modes = eigh(lap_outside, lap_vacuum)
assert fractions.min() > -1e-10 and fractions.max() < 1 + 1e-10
for eps, direct in ((EPS_STATIC, kernel_static), (EPS_OPTICAL, kernel_optical)):
    from_modes = -(modes * screening(fractions, eps)) @ modes.T
    assert np.abs(from_modes - direct).max() < 1e-9


# ---- radial Poisson problem: sphere of radius 1, charged shell inside ----
def radial_reaction(l, eps):
    half = 3000
    h = np.log(1e3) / half
    x = (np.arange(-half, half) + 0.5) * h
    r = np.exp(x)
    source = int(np.argmin(np.abs(r - 0.5)))

    def potential(eps_out):
        e = np.where(x < 0, 1.0, eps_out)
        face = np.concatenate([[e[0]], 2 * e[1:] * e[:-1] / (e[1:] + e[:-1]),
                               [e[-1]]])
        flow = np.exp(np.arange(-half, half + 1) * h) * face / h
        band = np.zeros((2, 2 * half))
        band[1] = flow[1:] + flow[:-1] + l * (l + 1) * e * r * h
        band[0, 1:] = -flow[1:-1]
        rhs = np.zeros(2 * half)
        rhs[source] = 4 * np.pi
        return solveh_banded(band, rhs)[source]

    return potential(eps) - potential(1.0), r[source]


radial_error = 0.0
for l in (1, 2, 3):
    for eps in (EPS_STATIC, EPS_OPTICAL):
        value, shell = radial_reaction(l, eps)
        formula = (-4 * np.pi / (2 * l + 1)
                   * screening(outside_fraction(l), eps) * shell**(2 * l))
        radial_error = max(radial_error, abs(value / formula - 1))
assert radial_error < 2e-4

# ---- time-domain solvent response of the dipole mode to a sudden step ----
p1 = outside_fraction(1)
h_static, h_optical = screening(p1, EPS_STATIC), screening(p1, EPS_OPTICAL)
tau_ratio = (1 + p1 * (EPS_OPTICAL - 1)) / (1 + p1 * (EPS_STATIC - 1))


def total_charge(slow):
    return (slow - p1 * (EPS_OPTICAL - 1)) / (1 + p1 * (EPS_OPTICAL - 1))


def slow_rate(t, slow):
    drive = -p1 * (EPS_STATIC - EPS_OPTICAL) * (1 + total_charge(slow))
    return drive - slow


times = np.linspace(0, 6 * tau_ratio, 13)
path = solve_ivp(slow_rate, (0, times[-1]), [0.0], t_eval=times,
                 rtol=1e-10, atol=1e-12)
expected = -(h_static + (h_optical - h_static) * np.exp(-times / tau_ratio))
assert path.success
assert np.abs(total_charge(path.y[0]) - expected).max() < 1e-7
for omega_tau in (0.1, 1.0, 30.0, 1e3):
    mode_debye = h_optical + (h_static - h_optical) / (
        1 - 1j * omega_tau * tau_ratio)
    assert abs(screening(p1, debye(omega_tau)) - mode_debye) < 1e-12

# ---- formaldehyde and the potential of its charges on the sphere ----
geometry = [('C', (0, 0, -0.40)), ('O', (0, 0, 0.80)),
            ('H', (0, 0.94, -0.98)), ('H', (0, -0.94, -0.98))]
mol = gto.M(atom=[(s, tuple(c / BOHR for c in xyz)) for s, xyz in geometry],
            unit='Bohr', basis='6-31g*', verbose=0)
LMAX = 10
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(16)
phi_nodes = np.arange(32) * 2 * np.pi / 32
ct, phi = [g.ravel() for g in np.meshgrid(cos_nodes, phi_nodes, indexing='ij')]
solid_angle = np.repeat(cos_weights, 32) * 2 * np.pi / 32
st = np.sqrt(1 - ct**2)
surface = radius * np.column_stack([st * np.cos(phi), st * np.sin(phi), ct])
harmonics, degree = [], []
for l in range(LMAX + 1):
    for m in range(-l, l + 1):
        angular = np.cos(m * phi) if m >= 0 else np.sin(-m * phi)
        y = lpmv(abs(m), l, ct) * angular
        harmonics.append(y / np.sqrt(np.sum(solid_angle * y**2)))
        degree.append(l)
harmonics, degree = np.array(harmonics), np.array(degree)
projector = harmonics * solid_angle
assert np.abs(projector @ harmonics.T - np.eye(len(degree))).max() < 1e-10

pair_potential = df.incore.aux_e2(mol, gto.fakemol_for_charges(surface))
pair_modes = np.einsum('uvg,kg->kuv', pair_potential, projector, optimize=True)
nuclear_distance = np.linalg.norm(
    surface[:, None] - mol.atom_coords()[None], axis=2)
nuclear_modes = projector @ (1 / nuclear_distance @ mol.atom_charges())


def mode_weights(eps):
    return ((2 * degree + 1) * radius / (4 * np.pi)
            * screening(outside_fraction(degree), eps))


def surface_modes(dm):
    return nuclear_modes - np.einsum('kuv,uv->k', pair_modes, dm)


grids = dft.gen_grid.Grids(mol)
grids.level = 2
grids.build(with_non0tab=True)
dipole_ints = mol.intor('int1e_r')
core = mol.intor('int1e_kin') + mol.intor('int1e_nuc')


def run_scf(field, fast, slow, reference, guess=None):
    """fast: weights that follow the density; slow: weights frozen at reference."""
    mf = dft.RKS(mol)
    mf.xc = 'lda,vwn'
    mf.grids = grids
    mf.small_rho_cutoff = 0
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
    hcore = core + field * dipole_ints[2]
    mf.get_hcore = lambda *args: hcore
    bare_veff = mf.get_veff

    def get_veff(mol_in=None, dm=None, *args, **kwargs):
        if dm is None:
            dm = mf.make_rdm1()
        vhf = bare_veff(mol, dm)
        v = surface_modes(np.asarray(dm))
        free = (-0.5 * np.sum(fast * v**2) - np.sum(slow * reference * v)
                + 0.5 * np.sum(slow * reference**2))
        vsolv = np.einsum('k,kuv->uv', fast * v + slow * reference, pair_modes)
        return lib.tag_array(np.asarray(vhf) + vsolv, ecoul=vhf.ecoul + free,
                             exc=vhf.exc, vj=vhf.vj, vk=None)

    mf.get_veff = get_veff
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def response_data(mf):
    a, b = td_rhf.get_ab(mf)
    occ = mf.mo_coeff[:, mf.mo_occ > 0]
    vir = mf.mo_coeff[:, mf.mo_occ == 0]
    size = occ.shape[1] * vir.shape[1]
    gaps = (mf.mo_energy[mf.mo_occ == 0][None]
            - mf.mo_energy[mf.mo_occ > 0][:, None]).ravel()
    dip = np.einsum('xuv,ui,va->xia', dipole_ints, occ, vir,
                    optimize=True).reshape(3, size)
    sol = np.einsum('kuv,ui,va->kia', pair_modes, occ, vir,
                    optimize=True).reshape(-1, size)
    return a.reshape(size, size), b.reshape(size, size), gaps, dip, sol


def dipole_z(mf):
    electrons = np.einsum('uv,uv->', dipole_ints[2], mf.make_rdm1())
    return mol.atom_charges() @ mol.atom_coords()[:, 2] - electrons


zero = np.zeros(len(degree))
w_static, w_optical = mode_weights(EPS_STATIC), mode_weights(EPS_OPTICAL)
gas = run_scf(0.0, zero, zero, zero)
solvated = run_scf(0.0, w_static, zero, zero, gas.make_rdm1())
dm_ref = solvated.make_rdm1()
v_ref = surface_modes(dm_ref)
g_pol = -0.5 * np.sum(w_static * v_ref**2)
g_tail = -0.5 * np.sum((w_static * v_ref**2)[degree > 8])
assert abs(g_tail) < 2e-5
ao = dft.numint.eval_ao(mol, grids.coords)
density = np.einsum('gu,gu->g', ao @ dm_ref, ao)
far = np.linalg.norm(grids.coords, axis=1) > radius
escaped = np.sum((grids.weights * density)[far])

mat_a, mat_b, gaps, dip, sol = response_data(solvated)
assert np.abs(mat_a - mat_b - np.diag(gaps)).max() < 1e-8


def response_matrix(weights):
    return mat_a + mat_b - 4 * (sol.T * weights) @ sol


def polarizability(matrix, omega=0.0):
    return 4 * dip[2] @ np.linalg.solve(matrix - np.diag(omega**2 / gaps), dip[2])


kernels = {'frozen': zero, 'optical': w_optical, 'equilibrium': w_static}
alpha, alpha_field = {}, {}
FIELD = 0.002
for name, fast in kernels.items():
    matrix = response_matrix(fast)
    assert np.linalg.eigvalsh(matrix).min() > 0
    alpha[name] = polarizability(matrix)
    plus, minus = [run_scf(s * FIELD, fast, w_static - fast, v_ref, dm_ref)
                   for s in (1, -1)]
    alpha_field[name] = (dipole_z(plus) - dipole_z(minus)) / (2 * FIELD)
    assert abs(alpha[name] - alpha_field[name]) < 5e-3
    # energy slope equals electronic <z>: the potential derives from the energy
    slope = (plus.e_tot - minus.e_tot) / (2 * FIELD)
    mean_z = np.einsum('uv,uv->', dipole_ints[2], dm_ref)
    assert abs(slope - mean_z) < 1e-3
assert alpha['frozen'] < alpha['optical'] < alpha['equilibrium']

gas_a, gas_b, _, gas_dip, _ = response_data(gas)
alpha_gas = 4 * gas_dip[2] @ np.linalg.solve(gas_a + gas_b, gas_dip[2])

# dipole-only estimate of the solvent enhancement
estimate = {}
for name, eps in (('optical', EPS_OPTICAL), ('equilibrium', EPS_STATIC)):
    factor = screening(p1, eps) / radius**3
    estimate[name] = alpha['frozen'] / (1 - factor * alpha['frozen'])
    assert abs(estimate[name] / alpha[name] - 1) < 0.03

# ---- frequency-dependent solvent kernel ----
def alpha_dynamic(omega):
    return polarizability(response_matrix(mode_weights(debye(omega * tau))), omega)


omega_relax = 1 / (tau * tau_ratio)
alpha_relax = alpha_dynamic(omega_relax)
omega_light = 2.0 / HARTREE_EV
alpha_light = alpha_dynamic(omega_light)
alpha_light_optical = polarizability(response_matrix(w_optical), omega_light)
alpha_light_static = polarizability(response_matrix(w_static), omega_light)
assert abs(alpha_dynamic(1e-4 * omega_relax) - alpha['equilibrium']) < 1e-3
assert abs(alpha_light - alpha_light_optical) < 1e-2
assert alpha_relax.imag > 0

# ---- singlet excitation energies with the three kernels ----
root_gap = np.sqrt(gaps)
roots, vectors = {}, {}
for name, weights in kernels.items():
    squares, vectors[name] = np.linalg.eigh(
        root_gap[:, None] * response_matrix(weights) * root_gap)
    roots[name] = np.sqrt(squares)
assert np.all(roots['optical'] <= roots['frozen'] + 1e-9)
assert np.all(roots['equilibrium'] <= roots['optical'] + 1e-9)
shift = -2 * (sol.T * w_optical) @ sol
full = np.block([[mat_a + shift, mat_b + shift],
                 [-mat_b - shift, -mat_a - shift]])
full_roots = np.linalg.eigvals(full)
positive = np.sort(full_roots.real[full_roots.real > 0])
assert np.abs(full_roots.imag).max() < 1e-6
assert np.abs(positive - roots['optical']).max() < 1e-6

strength = 4 / 3 * np.sum(((dip * root_gap) @ vectors['frozen'])**2, axis=0)
low = roots['frozen'] < 12 / HARTREE_EV
bright = int(np.argmax(np.where(low, strength, -1)))
tracked, overlap = {}, {}
for name in kernels:
    match = np.abs(vectors['frozen'][:, bright] @ vectors[name])
    tracked[name] = roots[name][np.argmax(match)] * HARTREE_EV
    overlap[name] = match.max()

print(f"static permittivity: {EPS_STATIC:.1f}")
print(f"optical permittivity: {EPS_OPTICAL:.1f}")
print(f"Debye time: {TAU_PS:.1f} ps")
print(f"cavity radius: {RADIUS_ANGSTROM:.2f} angstrom = {radius:.4f} bohr")
for symbol, xyz in geometry:
    print(f"atom {symbol} x y z: {xyz[0]:.2f} {xyz[1]:.2f} {xyz[2]:.2f} angstrom")
print(f"3D grid: nodes {n**3}, null modes found {null_found}, "
      f"expected {null_expected}")
print(f"3D grid: lowest kernel eigenvalue {grid_eigs.min():.4f} (grid units)")
print(f"3D grid: highest kernel eigenvalue {grid_eigs.max():.1e} (grid units)")
print(f"radial test, largest relative error: {radial_error:.1e}")
print(f"dipole-mode outside fraction p: {p1:.4f}")
print(f"dipole-mode screening, static: {h_static:.4f}")
print(f"dipole-mode screening, optical: {h_optical:.4f}")
print(f"dipole-mode relaxation time: {TAU_PS * tau_ratio:.4f} ps")
print(f"relaxation frequency omega/2pi: "
      f"{omega_relax / TIME_AU / (2 * np.pi) / 1e9:.1f} GHz")
print(f"polarization free energy: {g_pol * HARTREE_EV:.4f} eV")
print(f"part of it from l = 9, 10: {g_tail * HARTREE_EV:.1e} eV")
print(f"electrons outside cavity: {escaped:.4f}")
print(f"dipole z, gas: {dipole_z(gas):.4f} e bohr")
print(f"dipole z, solvated: {dipole_z(solvated):.4f} e bohr")
print(f"alpha_zz gas phase: {alpha_gas:.4f} bohr^3")
for name in kernels:
    print(f"alpha_zz {name} kernel: {alpha[name]:.4f} bohr^3 = "
          f"{alpha[name] * BOHR**3:.4f} angstrom^3")
    print(f"  same by finite field: {alpha_field[name]:.4f} bohr^3")
for name in estimate:
    print(f"dipole-only estimate, {name}: {estimate[name]:.4f} bohr^3")
print(f"alpha_zz at relaxation frequency, real: {alpha_relax.real:.4f} bohr^3")
print(f"alpha_zz at relaxation frequency, imag: {alpha_relax.imag:.4f} bohr^3")
print(f"alpha_zz at 2 eV, Debye kernel, real: {alpha_light.real:.4f} bohr^3")
print(f"alpha_zz at 2 eV, optical kernel: {alpha_light_optical:.4f} bohr^3")
print(f"alpha_zz at 2 eV, static kernel (wrong): {alpha_light_static:.4f} bohr^3")
for name in kernels:
    print(f"lowest singlet, {name}: {roots[name][0] * HARTREE_EV:.4f} eV")
print(f"bright singlet oscillator strength, frozen: {strength[bright]:.4f}")
for name in kernels:
    print(f"bright singlet, {name}: {tracked[name]:.4f} eV, "
          f"overlap {overlap[name]:.4f}")
print("no test failed")
```

Running it gives:

```
static permittivity: 80.0
optical permittivity: 1.8
Debye time: 8.0 ps
cavity radius: 3.00 angstrom = 5.6692 bohr
atom C x y z: 0.00 0.00 -0.40 angstrom
atom O x y z: 0.00 0.00 0.80 angstrom
atom H x y z: 0.00 0.94 -0.98 angstrom
atom H x y z: 0.00 -0.94 -0.98 angstrom
3D grid: nodes 1000, null modes found 52, expected 52
3D grid: lowest kernel eigenvalue -3.9211 (grid units)
3D grid: highest kernel eigenvalue 1.7e-16 (grid units)
radial test, largest relative error: 9.6e-06
dipole-mode outside fraction p: 0.6667
dipole-mode screening, static: 0.9814
dipole-mode screening, optical: 0.3478
dipole-mode relaxation time: 0.2286 ps
relaxation frequency omega/2pi: 696.3 GHz
polarization free energy: -0.0608 eV
part of it from l = 9, 10: -5.1e-07 eV
electrons outside cavity: 0.0068
dipole z, gas: -0.8003 e bohr
dipole z, solvated: -0.8895 e bohr
alpha_zz gas phase: 18.2988 bohr^3
alpha_zz frozen kernel: 18.1170 bohr^3 = 2.6847 angstrom^3
  same by finite field: 18.1171 bohr^3
alpha_zz optical kernel: 18.7780 bohr^3 = 2.7826 angstrom^3
  same by finite field: 18.7781 bohr^3
alpha_zz equilibrium kernel: 20.1207 bohr^3 = 2.9816 angstrom^3
  same by finite field: 20.1209 bohr^3
dipole-only estimate, optical: 18.7660 bohr^3
dipole-only estimate, equilibrium: 20.0760 bohr^3
alpha_zz at relaxation frequency, real: 19.4011 bohr^3
alpha_zz at relaxation frequency, imag: 0.6695 bohr^3
alpha_zz at 2 eV, Debye kernel, real: 19.1396 bohr^3
alpha_zz at 2 eV, optical kernel: 19.1396 bohr^3
alpha_zz at 2 eV, static kernel (wrong): 20.5365 bohr^3
lowest singlet, frozen: 3.9128 eV
lowest singlet, optical: 3.9112 eV
lowest singlet, equilibrium: 3.9080 eV
bright singlet oscillator strength, frozen: 0.4620
bright singlet, frozen: 11.8431 eV, overlap 1.0000
bright singlet, optical: 11.7526 eV, overlap 0.9995
bright singlet, equilibrium: 11.5644 eV, overlap 0.9957
no test failed
```
